\section*{Why a leaking triple junction deepens as time to the one-eighth power}

\section{Definitions and conventions}

A triple junction is a line along which three grain boundaries meet. It runs along $z$, down from a surface at $z=0$. The junction has diffusivity $D_j$ and cross-section $A$, each boundary has diffusivity $D_b$ and width $\delta$, and the grains have diffusivity $D$, with $D\ll D_b\ll D_j$. In a boundary, $x$ is the distance from the junction; in a grain, $y$ is the distance from the boundary.

The solid is empty at first, and from $t=0$ the surface is held at concentration $c_0$. Concentrations are continuous where the paths meet, so there is no segregation. Grain diffusion is taken along $y$ alone. Conservation of matter gives
\begin{align}
\partial_t c_g&=D\,\partial_y^2c_g, \label{grain}\\
\delta\,\partial_t c&=D_b\delta(\partial_x^2+\partial_z^2)c+2D\,\partial_yc_g|_{y=0}, \label{gb}\\
A\,\partial_t c&=D_jA\,\partial_z^2c+3D_b\delta\,\partial_xc|_{x=0}. \label{tj}
\end{align}
Equation \eqref{gb} holds in each boundary and \eqref{tj} on the junction. The last terms are negative: they are losses to two grains and to three boundaries. Three lengths and one time organize the problem:
\begin{equation}
\ell_b=\left[\frac{D_b\delta\sqrt{Dt}}{2D}\right]^{1/2},\quad
\Lambda=\frac{D_jA}{3D_b\delta},\quad
\ell_j=\sqrt{\Lambda\ell_b},\quad
t_0=\frac{\delta^2}{4D}.
\end{equation}
Since $\ell_b\propto t^{1/4}$ and $\Lambda$ is constant, $\ell_j\propto t^{1/8}$. It remains to show that $\ell_j$ is the junction depth, and when. A hat denotes the Laplace transform in time, with variable $s$; behaviour at time $t$ is governed by $s\sim1/t$.

\section{First contribution: loss to the grains}

The transform of \eqref{grain} is $s\hat c_g=D\hat c_g''$. The solution that decays into the grain is $\hat c_g=\hat c\,e^{-y\sqrt{s/D}}$, so each side takes the flux $D\sqrt{s/D}\,\hat c=\sqrt{Ds}\,\hat c$. Two sides take $2\sqrt{Ds}\,\hat c$.

Diffusion along $z$ inside the boundary is set aside until Section 5. Equation \eqref{gb} becomes
\begin{equation}
\hat c_{xx}=\kappa^2\hat c,\qquad
\kappa^2=\frac{s\delta+2\sqrt{Ds}}{D_b\delta}
=\frac{2\sqrt{Ds}}{D_b\delta}\left(1+\sqrt{st_0}\right), \label{kappa}
\end{equation}
because $s\delta/(2\sqrt{Ds})=\sqrt{s\delta^2/4D}$. For $t\gg t_0$ the grains hold far more matter than the boundary, and the bracket tends to 1. Then $\kappa=(st)^{1/4}/\ell_b(t)$. This is Fisher kinetics: the boundary profile reaches a distance of order $\ell_b\propto t^{1/4}$ from its source.

\section{Second contribution: loss to the boundaries}

With $\hat c\propto e^{-\kappa x}$, the three boundaries drain $3D_b\delta\kappa\hat c$ from unit length of junction. Storage in the junction is small beside this: for $A=\delta^2$ and $s=1/t$ the ratio is $\delta\ell_b/(3D_bt)=(\delta/3\ell_b)\sqrt{t_0/t}$. Equation \eqref{tj} reduces to
\begin{equation}
D_jA\,\hat c_{zz}=3D_b\delta\kappa\,\hat c
\;\Rightarrow\;
\hat c=\frac{c_0}{s}e^{-\mu z},\quad
\mu^2=\frac{\kappa}{\Lambda},\quad
\mu=\frac{(st)^{1/8}}{\ell_j(t)}. \label{mu}
\end{equation}

The cause of the small exponent is now visible. The depth of a leaking line is the square root of its conductance divided by its leak per unit length. The junction's leak is about $3D_b\delta/\ell_b$. It weakens as the boundary profile lengthens, but grain loss restrains that lengthening to $t^{1/4}$. The square root turns $t^{1/4}$ into $t^{1/8}$. The same step turns the grain depth $t^{1/2}$ into the boundary depth $t^{1/4}$.

If grain loss is removed, $\kappa=\sqrt{s/D_b}$, so $\mu\propto s^{1/4}$ and the junction depth grows as $t^{1/4}$ as long as $\sqrt{D_bt}\ll\Lambda$, so that direct supply through the boundaries stays small. The one-eighth power therefore needs both leaks.

Written out,
\begin{equation}
\ell_j=\left(\frac{D_jA}{3}\right)^{1/2}(2D_b\delta)^{-1/4}\left(\frac{t}{D}\right)^{1/8}. \label{powers}
\end{equation}
As long as $\ell_b\ll\Lambda$, a faster boundary gives a \emph{shallower} junction profile, since it drains the junction harder; once direct supply through the boundaries matters (Section 5), the sign reverses. Doubling the depth takes $2^8=256$ times as long.

\section{Profile, mean depth and the frozen-leak estimate}

Put $p=st$ and $\eta=z/\ell_j$ in the inverse transform of \eqref{mu}, and expand the exponential:
\begin{equation}
\frac{c}{c_0}=\frac1{2\pi i}\int\frac{dp}{p}\,e^{p-\eta p^{1/8}}
=\sum_{n=0}^\infty\frac{(-\eta)^n}{n!\,\Gamma(1-n/8)}. \label{series}
\end{equation}
The contour is bent around the negative real axis, where $e^p$ decays faster than $e^{\eta|p|^{1/8}}$ grows, so the sum may be integrated term by term. Each term uses $1/\Gamma(w)=(2\pi i)^{-1}\int e^pp^{-w}dp$. The profile depends on $z/\ell_j$ alone.

Define the mean depth as $\bar z=\int_0^\infty(c/c_0)\,dz$. Its transform is $1/(s\mu)$, proportional to $s^{-9/8}$. Since $s^{-a}$ inverts to $t^{a-1}/\Gamma(a)$,
\begin{equation}
\bar z=\frac{\ell_j}{\Gamma(9/8)}=1.062\,\ell_j. \label{mean}
\end{equation}

Fisher's frozen estimate replaces the grain loss by its value for a constant boundary concentration, $2Dc/\sqrt{\pi Dt}$. The boundary length is then $\pi^{1/4}\ell_b$ and the junction depth $\pi^{1/8}\ell_j$. The exponent is right, but the depth exceeds \eqref{mean} by 9\%. The actual concentration rises with time, and the grain loss per side is
\begin{equation}
\int_0^t\sqrt{\frac{D}{\pi(t-t')}}\;\frac{dc}{dt'}\,dt'\;\ge\;\sqrt{\frac{D}{\pi t}}\;c(t),
\end{equation}
because recently added matter faces a steeper gradient. The frozen leak is too weak, so its profile is too deep.

\section{Third contribution: direct supply through the boundaries}

The surface also feeds the boundaries directly. To weigh this, restore $\partial_z^2$ in the boundary and storage in the junction. Let $u=s\hat c/c_0$ and $a=sA/(3D_b\delta)$. Then
\begin{equation}
u_{xx}+u_{zz}=\kappa^2u,\qquad u|_{z=0}=1,\qquad
(\Lambda u_{zz}+u_x-au)|_{x=0}=0.
\end{equation}
Far from the junction $u=e^{-\kappa z}$. Write
\begin{equation}
u=e^{-\kappa z}+\frac2\pi\int_0^\infty W(k)\sin(kz)\,e^{-x\sqrt{k^2+\kappa^2}}\,dk .
\end{equation}
The sine transform of $e^{-\kappa z}$ is $k/(k^2+\kappa^2)$, so the junction condition gives
\begin{equation}
W=\frac{(\Lambda\kappa^2-a)\,k}{(k^2+\kappa^2)\left(\Lambda k^2+\sqrt{k^2+\kappa^2}+a\right)}. \label{W}
\end{equation}
The integral of $u$ over depth is $1/\kappa+(2/\pi)\int_0^\infty(W/k)\,dk$. Dropping $a$ and setting $k=\kappa q$, $\varepsilon=1/(\kappa\Lambda)$, it becomes
\begin{equation}
\frac1\kappa\left[1+\frac2\pi\int_0^\infty\frac{dq}{(1+q^2)\left(q^2+\varepsilon\sqrt{1+q^2}\right)}\right]. \label{full}
\end{equation}

For small $\varepsilon$, first replace the root by 1. Partial fractions give $1/(\sqrt\varepsilon+\varepsilon)=\varepsilon^{-1/2}-1+\varepsilon^{1/2}-\dots$ for the second term in the bracket. The root differs from 1 by $q^2/2$ at small $q$, which adds
\begin{equation}
-\frac2\pi\,\frac\varepsilon2\int_0^\infty\frac{q^2\,dq}{(q^2+\varepsilon)^2}=-\frac{\sqrt\varepsilon}{4}.
\end{equation}
The bracket is therefore $\varepsilon^{-1/2}(1+\tfrac34\varepsilon)$ to this order, and its leading part reproduces $1/\mu$. For large $\varepsilon$ the bracket tends to 1: the boundaries deliver the matter themselves, and the depth grows as $t^{1/4}$.

Boundary storage acts the other way. From \eqref{kappa}, $\mu$ gains a factor $1+\tfrac14\sqrt{st_0}$. Inverting both corrections term by term,
\begin{equation}
\bar z=\frac{\ell_j}{\Gamma(9/8)}\left[1-0.164\sqrt{\frac{t_0}{t}}+0.795\,\frac{\ell_b}{\Lambda}\right], \label{corr}
\end{equation}
where $0.164=\Gamma(9/8)/[4\Gamma(5/8)]$ and $0.795=3\Gamma(9/8)/[4\Gamma(11/8)]$. The first correction fades and the second grows, so both raise the local exponent $d\ln\bar z/d\ln t$ above $1/8$.

\section{When the law holds}

The law needs $t\gg t_0$ and $\ell_b\ll\Lambda$. With $A=\delta^2$, $\ell_b(t_0)=\tfrac12\delta\sqrt{D_b/D}$, so a window exists if
\begin{equation}
w\equiv\frac{\Lambda}{\ell_b(t_0)}=\frac23\,\frac{D_j}{D_b}\sqrt{\frac{D}{D_b}}\gg1. \label{w}
\end{equation}
Two more conditions apply. Fisher kinetics needs $\sqrt{Dt}\ll\ell_b$. The facets, of width $L$ between junctions, must be much wider than $\ell_b$. By symmetry no matter crosses the middle of a facet, which changes $\kappa$ in the leak to $\kappa\tanh(\kappa L/2)$. If $\ell_b\gg L$ while $\sqrt{Dt}\ll L$ still holds, so that the grains are not yet filled, this is $\kappa^2L/2\propto s^{1/2}$, and the junction depth returns to $t^{1/4}$.

\section{Worked example}

Take a model polycrystalline barrier with $D=10^{-17}$, $D_b=10^{-13}$ and $D_j=10^{-8}$ cm$^2$/s, $\delta=0.5$ nm, $A=0.25$ nm$^2$, $L=1000$ nm and $t=10^5$ s (28 h). In nm$^2$/s the diffusivities are $10^{-3}$, $10$ and $10^6$. Then $t_0=0.25/0.004=62.5$ s, $\sqrt{Dt}=10$ nm, and
\begin{align}
\ell_b&=\sqrt{\frac{10\times0.5\times10}{0.002}}=158\ \text{nm},\\
\Lambda&=\frac{10^6\times0.25}{3\times10\times0.5}=16\,667\ \text{nm},\\
\ell_j&=\sqrt{16\,667\times158.1}=1623\ \text{nm}.
\end{align}
Equation \eqref{mean} gives $\bar z=1724$ nm, or 1.72 $\mu$m. An implicit finite-volume solution of \eqref{grain}--\eqref{tj} in time, for wide facets, gives 1726 nm, and 1279 nm at $10^4$ s. These carry a discretization error of 2 to 3 nm; the inverted solution with \eqref{W} gives 1729 and 1281 nm. The exponent over that decade is 0.130. With grain loss removed, the same method gives 0.254 between $10^3$ and $10^4$ s for wide facets; facets of 1000 nm raise this to 0.26.

The contributions can now be weighed.
\begin{itemize}
\item Boundary storage: $\sqrt{t_0/t}=0.025$, which by \eqref{corr} lowers the depth by 0.4\%.
\item Direct surface supply: $\ell_b/\Lambda=0.0095$, which raises it by 0.8\%.
\item Finite facets: $1-\tanh(L/2\ell_b)=0.004$, which raises the depth by only 0.1\%, but grows fast enough with time to add 0.002 to the local exponent.
\item Overlap of the grain profiles beside the junction, absent from the model: it affects a fraction $\sqrt{Dt}/\ell_b=0.063$ of the boundary profile. If all grain loss vanished there, the leak would fall by about 6\% and the depth would rise by about 3\%. This is an upper bound: for $120^\circ$ grain corners the leak falls by about 2\%, the depth rises by about 1\% and the local exponent by about 0.003.
\item Direct loss from junction to grain, also absent: for an isolated thin cylinder, $2\pi D/\ln(\sqrt{Dt}/\delta)$ is 0.022 of the boundary leak. The filled boundaries beside the junction shield it, so this lowers the depth by at most about 1\%.
\end{itemize}
Numerical inversion of the solution with \eqref{W}, by the Gaver--Stehfest method, gives a local exponent of 0.129 at $10^5$ s for wide facets. By \eqref{corr} the excess over 0.125 comes about equally from storage and surface supply. With $L=1000$ nm the facets raise the exponent to 0.131.

The window here is closed by the facets, long before $\ell_b$ could reach $\Lambda$. With $L=1000$ nm the local exponent is smallest, 0.130, near $5\times10^4$ s. It passes 0.14 at $4\times10^5$ s and is already 0.20 when $\ell_b$ reaches $L/2$ at $10^5(500/158)^4\approx10^7$ s.

\section{The real case: silver}

The example has $D_j/D_b=10^5$, a value assumed in order to open the window; \eqref{w} gives $w=667$. A junction a hundred times slower would leave $w=6.7$ and no clear one-eighth regime.

For self-diffusion in silver, take rough values: $D=0.5\,e^{-1.9\,\mathrm{eV}/k_BT}$ and $D_b=0.1\,e^{-0.9\,\mathrm{eV}/k_BT}$ cm$^2$/s. Give the junction a liquid-like $3\times10^{-5}$ cm$^2$/s at every temperature, as a generous ceiling. With $\delta$ and $A$ as before and wide facets, the inverted solution gives:
\begin{center}
\begin{tabular}{cccc}
$T$ (K) & $w$ & smallest exponent & reached at (s)\\
400 & 49 & 0.14 & $3\times10^{11}$\\
500 & 4.8 & 0.19 & $8\times10^{5}$\\
600 & 1.0 & 0.23 & $2\times10^{3}$\\
700 & 0.3 & 0.25 & $3\times10^{2}$
\end{tabular}
\end{center}
By \eqref{w}, $w\propto e^{0.40\,\mathrm{eV}/k_BT}$ at fixed $D_j$, so heating closes the window. This trend rests on the constant $D_j$: with a junction activation energy $Q_j$, $w\propto e^{(0.40\,\mathrm{eV}-Q_j)/k_BT}$, and the trend reverses for $Q_j>0.40$ eV. Cooling opens it but slows the grains: at 400 K the smallest exponent is reached after some ten thousand years. By then $\ell_b$ is about 0.9 mm, so the facets would also have to be several millimetres wide. With these inputs, silver offers no accessible one-eighth regime. The result is sensitive to the rough data. A boundary activation energy of 1.0 eV would give $w=49$ at 550 K and an exponent of 0.14 after about one day, with $\ell_b\approx6$ $\mu$m. On the other side, a junction with $Q_j=0.45$ eV that reaches the liquid-like value only at the melting point has $w\approx0.01$ from 400 to 700 K.

A real barrier may also break the assumption of no segregation. Suppose boundary and junction are both enriched $K$-fold relative to the adjoining grain. The grain loss in \eqref{kappa} is divided by $K$, so $\ell_b$ grows by $K^{1/2}$, the junction depth by $K^{1/4}$, and $t_0$ by $K^2$. For $K=10$ the example's $\ell_j$ rises by a factor 1.8, but $\ell_b$ becomes 500 nm, which is $L/2$, so the facets already matter at $10^5$ s. The onset time is now $t_0=6\times10^3$ s, when $\ell_b$ is already 250 nm, so no clear one-eighth regime is left between onset and closure. For $K=100$, $t_0$ becomes $6\times10^5$ s, when $\ell_b$ would be 2500 nm, far beyond $L/2$: with these facets the one-eighth law never appears.

Numerical values quoted here were computed with a short program.
